# Langmuir Precursor Coverage and Exposure Saturation in an Atomic-Layer-Deposition Pulse: a program that tests the result

```python
# Langmuir precursor coverage during an atomic-layer-deposition pulse.
# Result under test:
#   d(theta)/dt = beta*p*(1-theta) - k_des*theta
#   beta = s0 / (N0*sqrt(2*pi*m*kB*T))
# At constant p, theta relaxes at rate beta*p+k_des to
# beta*p/(beta*p+k_des). Exposure alone controls coverage only when
# desorption during the pulse is negligible.
# theta: filled fraction of sites; p: pressure; s0: capture probability
# on an empty site; N0: site density; m: molecular mass; T: temperature;
# k_des: desorption rate; exposure: time integral of pressure.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm

mass_u = 100.0
temperature = 400.0
site_density = 5.0e18
capture = 1.0e-3
attempt_rate = 1.0e13
pressure = 10.0
pulse_time = 0.2
purge_time = 1.0
target = 0.99
plateau_gap = 0.01
energies = {"strong": 1.30, "weak": 1.00}

mass = mass_u * const.atomic_mass
thermal_energy = const.k * temperature
thermal_ev = thermal_energy / const.e
flux_per_pa = 1.0 / np.sqrt(2 * np.pi * mass * thermal_energy)
beta = capture * flux_per_pa / site_density
k_des = {name: attempt_rate * np.exp(-energy / thermal_ev)
         for name, energy in energies.items()}


def coverage(p, k, time, initial=0.0):
    rate = beta * p + k
    plateau = beta * p / rate
    return plateau + (initial - plateau) * np.exp(-rate * time)


def required_exposure(p, k, wanted):
    ratio = k / (beta * p)
    argument = 1.0 - (1.0 + ratio) * wanted
    assert argument > 0
    return -np.log(argument) / (beta * (1.0 + ratio))


def integrate_rate(pressure_at, k, duration, initial=0.0, stop_at=None):
    def slope(t, y):
        return beta * pressure_at(t) * (1.0 - y) - k * y

    events = None
    if stop_at is not None:
        def reached(t, y):
            return y[0] - stop_at
        reached.terminal = True
        reached.direction = 1
        events = reached
    answer = solve_ivp(slope, (0.0, duration), [initial],
                       method="DOP853", rtol=1e-10, atol=1e-12,
                       max_step=duration / 100, events=events)
    assert answer.success
    return answer


# Impingement flux from the one-dimensional Maxwell velocity distribution.
speed_scale = np.sqrt(thermal_energy / mass)
mean_inward_speed = speed_scale * quad(
    lambda x: x * np.exp(-x * x / 2) / np.sqrt(2 * np.pi), 0, 12)[0]
flux_quadrature = pressure / thermal_energy * mean_inward_speed
assert np.isclose(flux_quadrature, pressure * flux_per_pa, rtol=1e-9)

# Finite-site master equation: states count the number of filled sites.
sites = 12
start_filled = 3
test_time = 0.04
generator = np.zeros((sites + 1, sites + 1))
for filled in range(sites + 1):
    gain = (sites - filled) * beta * pressure
    loss = filled * k_des["weak"]
    generator[filled, filled] = -(gain + loss)
    if filled < sites:
        generator[filled + 1, filled] = gain
    if filled > 0:
        generator[filled - 1, filled] = loss
start = np.zeros(sites + 1)
start[start_filled] = 1.0
probabilities = expm(generator * test_time) @ start
master_mean = np.arange(sites + 1) @ probabilities / sites
formula_mean = coverage(pressure, k_des["weak"], test_time,
                        start_filled / sites)
assert np.isclose(master_mean, formula_mean, atol=1e-10)

# A smooth pulse with the same duration and exposure as the rectangle.
def smooth_pressure(t):
    return 2 * pressure * np.sin(np.pi * t / pulse_time) ** 2


def smooth_exposure(t):
    return pressure * (t - pulse_time / (2 * np.pi)
                       * np.sin(2 * np.pi * t / pulse_time))


exposure = pressure * pulse_time
assert np.isclose(quad(smooth_pressure, 0, pulse_time)[0], exposure,
                  rtol=1e-9)
irreversible = 1.0 - np.exp(-beta * exposure)
smooth_irreversible = integrate_rate(smooth_pressure, 0.0,
                                     pulse_time).y[0, -1]
assert np.isclose(smooth_irreversible, irreversible, atol=1e-8)

smooth_coverage = {}
for name, k in k_des.items():
    numerical = integrate_rate(smooth_pressure, k, pulse_time).y[0, -1]
    smooth_coverage[name] = numerical

    def contribution(s):
        exponent = (beta * (exposure - smooth_exposure(s))
                    + k * (pulse_time - s))
        return beta * smooth_pressure(s) * np.exp(-exponent)

    integral_solution = quad(contribution, 0, pulse_time,
                             epsabs=1e-11)[0]
    assert np.isclose(numerical, integral_solution, atol=1e-8)

# Bounds on the exposure-only law, for both shapes and several loss rates.
for shape in (lambda t: pressure, smooth_pressure):
    for k in (k_des["strong"], k_des["weak"], 30.0):
        value = integrate_rate(shape, k, pulse_time).y[0, -1]
        lower = irreversible * np.exp(-k * pulse_time)
        assert lower - 1e-8 <= value <= irreversible + 1e-8
        assert irreversible - value <= k * pulse_time + 1e-8

# Time to approach the plateau, located on the numerical trajectory.
plateau = {name: beta * pressure / (beta * pressure + k)
           for name, k in k_des.items()}
plateau_time = {name: np.log(1 / plateau_gap) / (beta * pressure + k)
                for name, k in k_des.items()}
for name, k in k_des.items():
    path = integrate_rate(lambda t: pressure, k, 1.0,
                          stop_at=(1 - plateau_gap) * plateau[name])
    assert len(path.t_events[0]) == 1
    assert np.isclose(path.t_events[0][0], plateau_time[name], rtol=1e-5)
assert plateau_time["weak"] < plateau_time["strong"]
assert plateau["weak"] < plateau["strong"]

# Exposure needed for the target, located on numerical trajectories.
weak_pressures = (100.0, 200.0, 1000.0)
measured_exposures = []
for p in weak_pressures:
    k = k_des["weak"]
    path = integrate_rate(lambda t: p, k, 20 / (beta * p + k),
                          stop_at=target)
    assert len(path.t_events[0]) == 1
    measured = p * path.t_events[0][0]
    measured_exposures.append(measured)
    assert np.isclose(measured, required_exposure(p, k, target), rtol=1e-5)
assert np.all(np.diff(measured_exposures) < 0)
strong_exposure = required_exposure(pressure, k_des["strong"], target)
path = integrate_rate(lambda t: pressure, k_des["strong"], 1.0,
                      stop_at=target)
assert np.isclose(pressure * path.t_events[0][0], strong_exposure, rtol=1e-5)
ideal_exposure = np.log(1 / (1 - target)) / beta

# The target is unreachable just below the threshold pressure.
minimum_pressure = {name: k / beta * target / (1 - target)
                    for name, k in k_des.items()}
for factor, should_reach in ((0.95, False), (1.05, True)):
    p = factor * minimum_pressure["weak"]
    k = k_des["weak"]
    path = integrate_rate(lambda t: p, k, 30 / (beta * p + k),
                          stop_at=target)
    assert (len(path.t_events[0]) > 0) == should_reach

# Pulse followed by purge, integrated without the closed solutions.
after_pulse = {}
after_purge = {}
for name, k in k_des.items():
    after_pulse[name] = coverage(pressure, k, pulse_time)
    after_purge[name] = after_pulse[name] * np.exp(-k * purge_time)
    pulse_end = integrate_rate(lambda t: pressure, k, pulse_time).y[0, -1]
    purge_end = integrate_rate(lambda t: 0.0, k, purge_time,
                               initial=pulse_end).y[0, -1]
    assert np.isclose(pulse_end, after_pulse[name], atol=1e-8)
    assert np.isclose(purge_end, after_purge[name], atol=1e-8)

# Desorption energy that retains the target fraction through the purge.
retention_energy = thermal_ev * np.log(
    attempt_rate * purge_time / np.log(1 / target))
retention_rate = attempt_rate * np.exp(-retention_energy / thermal_ev)
retained = integrate_rate(lambda t: 0.0, retention_rate, purge_time,
                          initial=1.0).y[0, -1]
assert np.isclose(retained, target, atol=1e-8)

print(f"Molecular mass: {mass_u:.0f} u")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy: {thermal_ev:.5f} eV")
print(f"Site density: {site_density:.1e} m^-2")
print(f"Capture probability: {capture:.1e} (dimensionless)")
print(f"Attempt rate: {attempt_rate:.1e} s^-1")
print(f"Pulse pressure: {pressure:.1f} Pa")
print(f"Pulse time: {pulse_time:.2f} s; purge time: {purge_time:.2f} s")
print(f"Pulse exposure: {exposure:.3f} Pa s")
print(f"Impingement flux: {pressure * flux_per_pa:.4e} m^-2 s^-1")
print(f"Exposure coefficient beta: {beta:.4f} Pa^-1 s^-1")
print(f"Adsorption rate per empty site: {beta * pressure:.3f} s^-1")
print(f"Dimensionless exposure beta*E: {beta * exposure:.4f}")
print(f"Irreversible coverage after pulse: {irreversible:.5f}")
for name, k in k_des.items():
    print(f"{name}: desorption energy {energies[name]:.2f} eV")
    print(f"{name}: desorption rate {k:.4e} s^-1")
    print(f"{name}: desorption rate * pulse time {k * pulse_time:.4e}")
    print(f"{name}: plateau coverage {plateau[name]:.5f}")
    print(f"{name}: time to 99% of plateau {plateau_time[name]:.4f} s")
    print(f"{name}: minimum p for 0.99 {minimum_pressure[name]:.4g} Pa")
    print(f"{name}: coverage after pulse {after_pulse[name]:.5f}")
    print(f"{name}: coverage after purge {after_purge[name]:.5f}")
    print(f"{name}: smooth-pulse coverage {smooth_coverage[name]:.5f}")
print("Coverage at 10 Pa against pulse time:")
for time in (0.05, 0.10, 0.20, 0.40):
    strong = coverage(pressure, k_des["strong"], time)
    weak = coverage(pressure, k_des["weak"], time)
    print(f"  {time:.2f} s: strong {strong:.5f}, weak {weak:.5f}")
print("Coverage at equal exposure, 2 Pa s:")
for p in (1.0, 10.0, 100.0):
    time = exposure / p
    strong = coverage(p, k_des["strong"], time)
    weak = coverage(p, k_des["weak"], time)
    print(f"  {p:.0f} Pa, {time:.2f} s: strong {strong:.5f}, weak {weak:.5f}")
print(f"Ideal exposure for 0.99, no desorption: {ideal_exposure:.4f} Pa s")
print(f"Strong-site exposure for 0.99 at 10 Pa: {strong_exposure:.4f} Pa s")
print(f"Strong-site time for 0.99: {strong_exposure / pressure:.4f} s")
langmuir = 1e-6 * const.torr
print(f"Strong-site exposure: {strong_exposure / langmuir:.4e} langmuir")
for p, value in zip(weak_pressures, measured_exposures):
    print(f"Weak-site exposure for 0.99 at {p:.0f} Pa: {value:.4f} Pa s")
print(f"Energy for 99% retention in purge: {retention_energy:.4f} eV")
print("success")
```

Printed output:

```
Molecular mass: 100 u
Temperature: 400 K
Thermal energy: 0.03447 eV
Site density: 5.0e+18 m^-2
Capture probability: 1.0e-03 (dimensionless)
Attempt rate: 1.0e+13 s^-1
Pulse pressure: 10.0 Pa
Pulse time: 0.20 s; purge time: 1.00 s
Pulse exposure: 2.000 Pa s
Impingement flux: 1.3174e+23 m^-2 s^-1
Exposure coefficient beta: 2.6348 Pa^-1 s^-1
Adsorption rate per empty site: 26.348 s^-1
Dimensionless exposure beta*E: 5.2696
Irreversible coverage after pulse: 0.99485
strong: desorption energy 1.30 eV
strong: desorption rate 4.1756e-04 s^-1
strong: desorption rate * pulse time 8.3512e-05
strong: plateau coverage 0.99998
strong: time to 99% of plateau 0.1748 s
strong: minimum p for 0.99 0.01569 Pa
strong: coverage after pulse 0.99484
strong: coverage after purge 0.99442
strong: smooth-pulse coverage 0.99483
weak: desorption energy 1.00 eV
weak: desorption rate 2.5151e+00 s^-1
weak: desorption rate * pulse time 5.0302e-01
weak: plateau coverage 0.91286
weak: time to 99% of plateau 0.1596 s
weak: minimum p for 0.99 94.5 Pa
weak: coverage after pulse 0.91002
weak: coverage after purge 0.07358
weak: smooth-pulse coverage 0.85791
Coverage at 10 Pa against pulse time:
  0.05 s: strong 0.73216, weak 0.69726
  0.10 s: strong 0.92825, weak 0.86194
  0.20 s: strong 0.99484, weak 0.91002
  0.40 s: strong 0.99996, weak 0.91285
Coverage at equal exposure, 2 Pa s:
  1 Pa, 2.00 s: strong 0.99470, weak 0.51160
  10 Pa, 0.20 s: strong 0.99484, weak 0.91002
  100 Pa, 0.02 s: strong 0.99485, weak 0.98570
Ideal exposure for 0.99, no desorption: 1.7478 Pa s
Strong-site exposure for 0.99 at 10 Pa: 1.7484 Pa s
Strong-site time for 0.99: 0.1748 s
Strong-site exposure: 1.3114e+04 langmuir
Weak-site exposure for 0.99 at 100 Pa: 2.8219 Pa s
Weak-site exposure for 0.99 at 200 Pa: 1.9812 Pa s
Weak-site exposure for 0.99 at 1000 Pa: 1.7838 Pa s
Energy for 99% retention in purge: 1.1904 eV
success
```
